# Damping threshold for hydrogen tunnelling between two equivalent sites: verification in Python

```python
"""
Result under test: hydrogen on two equivalent sites L and R, with tunnel
splitting hbar*Delta and site-basis coherence decay rate Gamma, obeys
    z'' + Gamma z' + Delta^2 z = 0,    z = rho_LL - rho_RR,
and is overdamped when Gamma > 2 Delta.
H = -(hbar Delta/2) sigma_x + (bias/2) sigma_z; the main result has bias = 0.
The density matrix is propagated directly and compared with the formulas.
Rates are angular frequencies. Tests use Delta = 1; the example uses 1/ps.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import hbar, e, k

SX = np.array([[0, 1], [1, 0]], complex)
SZ = np.diag([1, -1]).astype(complex)
I2, I4 = np.eye(2), np.eye(4)


def commutator_part(h):
    """Matrix of -i[h, rho] acting on rho flattened by rows."""
    return -1j * (np.kron(h, I2) - np.kron(I2, h.T))


def generator(delta, gamma, bias=0.0, noise_axis=SZ):
    h = -0.5 * delta * SX + 0.5 * bias * SZ
    damping = 0.5 * gamma * (np.kron(noise_axis, noise_axis.T) - I4)
    return commutator_part(h) + damping


def start_state(z0=1.0, y0=0.0):
    return np.array([(1 + z0) / 2, -0.5j * y0, 0.5j * y0, (1 - z0) / 2])


def z_series(gen, times, start=None):
    """Population difference on a uniform time grid starting at zero."""
    state = np.zeros(gen.shape[0], complex)
    state[:4] = start_state() if start is None else start
    step = expm(gen * (times[1] - times[0]))
    out = []
    for _ in times:
        out.append((state[0] - state[3]).real)
        state = step @ state
    return np.array(out)


def z_at(gen, t):
    state = expm(gen * t) @ start_state()
    return (state[0] - state[3]).real


def z_formula(t, delta, gamma):
    root = np.sqrt(complex(gamma**2 / 4 - delta**2))
    if abs(root) < 1e-12:
        return np.exp(-delta * t) * (1 + delta * t)
    return (np.exp(-gamma * t / 2) * (np.cosh(root * t)
            + gamma / (2 * root) * np.sinh(root * t))).real


def telegraph_generator(delta, gamma, tau):
    """Average over bias noise +v or -v with correlation time tau.
    The noise variance is v^2 = gamma/tau."""
    free = generator(delta, 0.0)
    kick = np.sqrt(gamma / tau) * commutator_part(0.5 * SZ)
    return np.block([[free, kick], [kick, free - I4 / tau]])


def sign_changes(z):
    return int(np.sum(z[1:] * z[:-1] < 0))


def first_zero(delta, gamma):
    w = np.sqrt(delta**2 - gamma**2 / 4)
    return (np.pi - np.arctan(2 * w / gamma)) / w


# Splitting and solutions in all three regimes
levels = np.linalg.eigvalsh(-0.5 * SX)
assert abs(levels[1] - levels[0] - 1) < 1e-12
grid = np.linspace(0, 15, 301)
worst = 0.0
for g in (0.3, 1.0, 1.8, 2.0, 2.1, 2.5, 10.0):
    z = z_series(generator(1, g), grid)
    worst = max(worst, np.max(abs(z - z_formula(grid, 1, g))))
    if g < 2:
        assert sign_changes(z) >= 1
    else:
        assert np.all(z > 0) and np.all(np.diff(z) < 0)
assert worst < 1e-10

# Threshold found only from eigenvalues of the master equation
low, high = 0.5, 4.0
for _ in range(50):
    mid = (low + high) / 2
    if np.max(abs(np.linalg.eigvals(generator(1, mid)).imag)) > 1e-6:
        low = mid
    else:
        high = mid
threshold = (low + high) / 2
assert abs(threshold - 2) < 1e-6

# First zero and first minimum of an underdamped case
g = 1.0
w = np.sqrt(1 - g**2 / 4)
zero_numeric = brentq(lambda t: z_at(generator(1, g), t), 1.0, 3.5)
assert abs(zero_numeric - first_zero(1, g)) < 1e-9
fine = np.linspace(0, 15, 15001)
z = z_series(generator(1, g), fine)
assert abs(z.min() + np.exp(-np.pi * g / (2 * w))) < 1e-6
assert abs(fine[z.argmin()] - np.pi / w) < 2e-3

# General starts: at most one crossing when critical or overdamped
crossings = {}
for g in (0.5, 2.0, 2.5):
    crossings[g] = max(
        sign_changes(z_series(generator(1, g), grid,
                              start_state(np.cos(a), np.sin(a))))
        for a in np.linspace(0.01, 2 * np.pi, 80, endpoint=False))
assert crossings[0.5] > 1
assert crossings[2.0] == 1 and crossings[2.5] == 1

# Strong damping: slow rate approaches Delta^2/Gamma
for g, tolerance in ((10.0, 0.02), (50.0, 0.001)):
    rates = np.sort(-np.linalg.eigvals(generator(1, g)).real)
    assert abs(rates[1] * g - 1) < tolerance

# Dephasing between energy eigenstates never removes the oscillation
z = z_series(generator(1, 2.5, noise_axis=SX), grid)
assert np.max(abs(z - np.exp(-2.5 * grid) * np.cos(grid))) < 1e-10

# Fast site-energy noise produces the assumed coherence decay
noise_errors = []
for tau in (0.01, 0.001):
    z = z_series(telegraph_generator(1, 2.5, tau), grid)
    noise_errors.append(np.max(abs(z - z_formula(grid, 1, 2.5))))
assert noise_errors[1] < 5e-3
assert 7 < noise_errors[0] / noise_errors[1] < 13

# Worked example
mev_to_rate = 1e-3 * e / hbar * 1e-12
split_mev = 0.2
delta = split_mev * mev_to_rate
print(f"Splitting hbar*Delta: {split_mev:.3f} meV")
print(f"Delta: {delta:.4f} 1/ps")
print(f"Undamped period: {2 * np.pi / delta:.2f} ps")
print(f"Threshold Gamma/Delta from eigenvalues: {threshold:.6f}")
print(f"Threshold Gamma: {2 * delta:.4f} 1/ps")
print(f"Threshold hbar*Gamma: {2 * split_mev:.3f} meV")
print(f"Largest solution error in tests: {worst:.1e}")
print(f"Most crossings, any start, Gamma=2.5 Delta: {crossings[2.5]}")

times = np.linspace(0, 60, 6001)
for name, damp_mev, temp in (("A", 0.2, 8.0), ("B", 0.5, 20.0)):
    gamma = damp_mev * mev_to_rate
    gen = generator(delta, gamma)
    z = z_series(gen, times)
    assert np.max(abs(z - z_formula(times, delta, gamma))) < 1e-9
    print(f"{name}: hbar*Gamma {damp_mev:.3f} meV, T {temp:.1f} K")
    print(f"{name}: Gamma {gamma:.4f} 1/ps, ratio {gamma / delta:.3f}")
    if gamma < 2 * delta:
        w = np.sqrt(delta**2 - gamma**2 / 4)
        print(f"{name}: omega {w:.4f} 1/ps, period {2*np.pi/w:.2f} ps")
        print(f"{name}: first zero of z {first_zero(delta, gamma):.2f} ps")
        print(f"{name}: first minimum z {z.min():.4f}"
              f" at {times[z.argmin()]:.2f} ps")
    else:
        kappa = np.sqrt(gamma**2 / 4 - delta**2)
        slow, fast = gamma / 2 - kappa, gamma / 2 + kappa
        print(f"{name}: kappa {kappa:.4f} 1/ps")
        print(f"{name}: slow rate {slow:.4f}, fast rate {fast:.4f} 1/ps")
        print(f"{name}: slow time {1/slow:.2f}, fast time {1/fast:.2f} ps")
        print(f"{name}: estimate Delta^2/Gamma {delta**2/gamma:.4f} 1/ps")
    for t in (5, 10, 20):
        zt = z_at(gen, t)
        print(f"{name}: t {t} ps, z {zt:.4f}, P_L {(1 + zt) / 2:.4f}")
    thermal_mev = k * temp / e * 1e3
    memory = hbar / (k * temp) * 1e12
    z_memory = z_series(telegraph_generator(delta, gamma, memory), times)
    print(f"{name}: thermal energy kB*T {thermal_mev:.3f} meV")
    print(f"{name}: memory time hbar/(kB*T) {memory:.3f} ps")
    print(f"{name}: largest change of z by memory"
          f" {np.max(abs(z_memory - z)):.4f}")
    print(f"{name}: minimum z with memory, 0-60 ps {z_memory.min():.2e}")

    bias_mev = 0.1
    biased = generator(delta, gamma, bias_mev * mev_to_rate)
    z_bias = z_series(biased, times)
    h_mev = -0.5 * split_mev * SX + 0.5 * bias_mev * SZ
    weight = expm(-h_mev / thermal_mev)
    z_thermal = (np.trace(weight @ SZ) / np.trace(weight)).real
    biggest_im = np.max(abs(np.linalg.eigvals(biased).imag))
    print(f"{name}: bias {bias_mev:.2f} meV, largest change of z"
          f" {np.max(abs(z_bias - z)):.4f}")
    print(f"{name}: minimum z with bias, 0-60 ps {z_bias.min():.2e}")
    print(f"{name}: largest imaginary rate with bias {biggest_im:.4f} 1/ps")
    print(f"{name}: thermal z with bias {z_thermal:.4f}")
    vibration_mev = 100.0
    print(f"{name}: Boltzmann factor at {vibration_mev:.0f} meV"
          f" {np.exp(-vibration_mev / thermal_mev):.1e}")

print("done: every assertion held")
```

Output:

```
Splitting hbar*Delta: 0.200 meV
Delta: 0.3039 1/ps
Undamped period: 20.68 ps
Threshold Gamma/Delta from eigenvalues: 2.000000
Threshold Gamma: 0.6077 1/ps
Threshold hbar*Gamma: 0.400 meV
Largest solution error in tests: 5.6e-15
Most crossings, any start, Gamma=2.5 Delta: 1
A: hbar*Gamma 0.200 meV, T 8.0 K
A: Gamma 0.3039 1/ps, ratio 1.000
A: omega 0.2631 1/ps, period 23.88 ps
A: first zero of z 7.96 ps
A: first minimum z -0.1630 at 11.94 ps
A: t 5 ps, z 0.3794, P_L 0.6897
A: t 10 ps, z -0.1293, P_L 0.4354
A: t 20 ps, z 0.0015, P_L 0.5007
A: thermal energy kB*T 0.689 meV
A: memory time hbar/(kB*T) 0.955 ps
A: largest change of z by memory 0.0864
A: minimum z with memory, 0-60 ps -1.25e-01
A: bias 0.10 meV, largest change of z 0.0898
A: minimum z with bias, 0-60 ps -7.32e-02
A: largest imaginary rate with bias 0.2921 1/ps
A: thermal z with bias -0.0719
A: Boltzmann factor at 100 meV 1.0e-63
B: hbar*Gamma 0.500 meV, T 20.0 K
B: Gamma 0.7596 1/ps, ratio 2.500
B: kappa 0.2279 1/ps
B: slow rate 0.1519, fast rate 0.6077 1/ps
B: slow time 6.58, fast time 1.65 ps
B: estimate Delta^2/Gamma 0.1215 1/ps
B: t 5 ps, z 0.6078, P_L 0.8039
B: t 10 ps, z 0.2911, P_L 0.6455
B: t 20 ps, z 0.0639, P_L 0.5319
B: thermal energy kB*T 1.723 meV
B: memory time hbar/(kB*T) 0.382 ps
B: largest change of z by memory 0.0295
B: minimum z with memory, 0-60 ps 2.74e-04
B: bias 0.10 meV, largest change of z 0.0164
B: minimum z with bias, 0-60 ps 2.70e-04
B: largest imaginary rate with bias 0.1529 1/ps
B: thermal z with bias -0.0290
B: Boltzmann factor at 100 meV 6.3e-26
done: every assertion held
```
